# Width selection and elongation of a strained rectangular island, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy of the island

A strained island gains elastic energy by relaxing at its edges and pays surface energy for the same edges. If both are taken proportional to the edge length, the energy of an island of fixed height with sides \(s\) and \(t\) is \(K(s+t)\). For \(K>0\) the best shape at given area is a square at every size; for \(K<0\) it is as long and thin as can be made. No width is selected, and nothing explains an island that starts compact and later becomes a wire. The missing ingredient is a logarithm: opposite edges hinder each other's relaxation over long distances. A second error threatens once the logarithm is included, namely to identify the selected width with the size at which a square starts to elongate. The two lengths differ, and their ratio depends on how the short ends of the island are treated.

### Setting and assumptions

The island is a frustum of height \(h\) and facet slope angle \(\theta\). Its sides at half height are \(s\le t\), and each facet has the projected width \(w=h\cot\theta\). The base therefore measures \((s+w)\times(t+w)\) and the top \((s-w)\times(t-w)\). The assumptions are:

1. The height \(h\) and the angle \(\theta\) are fixed, by kinetics or by a constraint not described here. The sides reach the lowest energy at given volume.
2. Island, wetting layer and substrate are elastically isotropic with the same shear modulus \(\mu\) and Poisson ratio \(\nu\). The substrate fills a half-space.
3. The slope \(\tan\theta\) is small, and \(s,t\gg w\).
4. The top and the wetting layer have surface energy \(\gamma_s\), the facets \(\gamma_e\). Both are independent of strain.
5. There are no dislocations, no intermixing and no interaction with other islands.

Before relaxation, the film is stretched or compressed to fit the substrate and carries the in-plane stress \(\sigma\delta_{ij}\), \(i,j=x,y\). For a misfit strain \(\varepsilon\) of equal size in both directions,

\[
\sigma=2\mu\,\frac{1+\nu}{1-\nu}\,\varepsilon .
\]

This follows from Hooke's law with a free top surface: \(\sigma_{zz}=0\) gives \(\varepsilon=\sigma(1-\nu)/Y\), where Young's modulus is \(Y=2\mu(1+\nu)\). The sign of \(\sigma\) drops out below. The uniform misfit energy is proportional to the volume and is omitted, since volumes are held fixed or energies per volume compared.

With \(\zeta=\tfrac12-z/h\), where \(z\) is the height above the base, the volume is

\[
V=h\int_{-1/2}^{1/2}(s+2w\zeta)(t+2w\zeta)\,d\zeta=h\left(st+\frac{w^2}{3}\right),
\]

because the linear terms integrate to zero and \(\int\zeta^2d\zeta=1/12\). Fixed volume at fixed \(h\) thus means fixed \(st\). In energies per volume I put \(V=hst\), with a relative error \(w^2/(3st)\).

### The theorem

Define

\[
\Gamma=\frac{\gamma_e}{\sin\theta}-\gamma_s\cot\theta,\qquad
c=\frac{\sigma^2(1-\nu)}{2\pi\mu},\qquad
\phi=e^{-3/2}\cot\theta,
\]

\[
\alpha_0=e\,\phi h\,e^{\Gamma/(ch)},\qquad D=\sqrt{s^2+t^2}.
\]

The energy has the form

\[
E=2\Gamma h(s+t)-2ch^2B(s,t),
\]

with one of two relaxation functions. The Tersoff-Tromp form is

\[
B_L=t\ln\frac{s}{\phi h}+s\ln\frac{t}{\phi h},
\]

and the form that keeps the finite length of every edge is

\[
\begin{aligned}
B_E={}&t\ln\frac{2t}{\phi h}+s\ln\frac{2s}{\phi h}-2(s+t)\\
&-t\,\operatorname{arsinh}\frac ts-s\,\operatorname{arsinh}\frac st+2D .
\end{aligned}
\]

**Theorem.** Under the assumptions above, to leading order in \(\tan\theta\) and in \(w/s\):

(i) With either function, an infinitely long island has its lowest energy per volume, \(-2ch/\alpha_0\), at the width \(s=\alpha_0\).

(ii) With \(B_L\), the best square has side \(\alpha_0\) and energy per volume \(-4ch/\alpha_0\). At fixed area \(st\) the square is the best rectangle as long as \(\sqrt{st}\le e\alpha_0\). Above that size the best rectangle is elongated; its width decreases continuously from \(e\alpha_0\) towards \(\alpha_0\) as the area grows.

(iii) With \(B_E\), the square is the best rectangle up to

\[
\sqrt{st}=\frac{1+\sqrt2}{2}\,e^{\sqrt2-1}\alpha_0\approx1.83\,\alpha_0 ,
\]

and the width then decreases continuously from this value towards \(\alpha_0\). The best square, of side \(\tfrac12(1+\sqrt2)e^{2-\sqrt2}\alpha_0\approx2.17\,\alpha_0\), is already unstable against elongation.

(iv) Along the sequence of best rectangles of growing area, the energy per volume rises with \(B_L\) once \(\sqrt{st}>\alpha_0\). With \(B_E\) it falls throughout towards the wire value \(-2ch/\alpha_0\).

The statement that growth beyond the selected width favours elongation therefore needs a correction: a square of side \(\alpha_0\) is still stable in both forms. This half derives the energy; the second half proves (i) to (iv).

### Lemma 1: surface energy

*The surface energy relative to the bare wetting layer is \(2\Gamma h(s+t)\).*

*Proof.* The top replaces part of the covered base, both with energy \(\gamma_s\). The change of flat area is

\[
(s-w)(t-w)-(s+w)(t+w)=-2w(s+t).
\]

A facet on a side of length \(t\) is a trapezoid with parallel edges \(t+w\) and \(t-w\) and slant height \(h/\sin\theta\), so its area is \(th/\sin\theta\). Two such facets and two on the other sides give \(2h(s+t)/\sin\theta\). Hence

\[
E_{\rm surf}=\gamma_e\frac{2h(s+t)}{\sin\theta}-2\gamma_sh\cot\theta\,(s+t)=2\Gamma h(s+t).\qquad\blacksquare
\]

### Lemma 2: the force that drives relaxation

*Let \(h(\mathbf r)\) be the local island height at the surface point \(\mathbf r=(x,y)\). The elastic energy gained is*

\[
E_{\rm el}=-\frac12\int \mathbf f\cdot\mathbf u\,d^2r,\qquad \mathbf f=\sigma\nabla h,
\]

*where \(\mathbf u\) is the in-plane surface displacement that the force density \(\mathbf f\) produces in the half-space.*

*Proof.* For small slope the island follows the displacement \(\mathbf u\) of the surface beneath it. To first order in \(\mathbf u\), the prestressed column above \(d^2r\) changes its energy by \(\sigma h\,\nabla\cdot\mathbf u\,d^2r\). The uniform wetting layer contributes the integral of a divergence, which vanishes for a localized relaxation. Near a facet the strain is of order \(\sigma\tan\theta/\mu\) over a width of order \(w\). The term quadratic in \(\mathbf u\) within the island is therefore of order \(\sigma^2h^2\tan\theta/\mu\) per edge length, against \(\sigma^2h^2/\mu\) for the substrate energy, and is dropped. With \(U[\mathbf u]\) the strain energy of the half-space, integration by parts gives

\[
E[\mathbf u]=U[\mathbf u]+\sigma\int h\,\nabla\cdot\mathbf u\,d^2r
=U[\mathbf u]-\int\mathbf f\cdot\mathbf u\,d^2r .
\]

Let \(\mathbf u\) be the minimizer and replace it by \(\lambda\mathbf u\). Since \(U\) is quadratic, the energy becomes \(\lambda^2U-\lambda\int\mathbf f\cdot\mathbf u\,d^2r\), which must be stationary at \(\lambda=1\). So \(2U=\int\mathbf f\cdot\mathbf u\,d^2r\), and the minimum is \(-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r\). \(\blacksquare\)

For a compressed film \(\sigma<0\). Since \(\nabla h\) points into the island, \(\mathbf f\) points outwards: the island pushes the substrate apart, as it should.

### Lemma 3: elastic interaction of slopes

*The elastic energy is*

\[
E_{\rm el}=-\frac c2\iint\frac{\nabla h(\mathbf r)\cdot\nabla' h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.
\]

*Proof.* Let the half-space occupy \(z<0\), with the surface traction \(\tau\sin kx\) along \(x\). With \(A=\tau/(2\mu k)\), consider

\[
u_x=Ae^{kz}\sin kx\,[2(1-\nu)+kz],\quad
u_z=-Ae^{kz}\cos kx\,[kz-1+2\nu].
\]

Differentiation gives \(\partial_zu_z=-Ake^{kz}\cos kx\,[kz+2\nu]\), and hence

\[
\nabla\cdot\mathbf u=2k(1-2\nu)Ae^{kz}\cos kx .
\]

The functions \(e^{kz}\sin kx\) and \(e^{kz}\cos kx\) are harmonic, and \(\nabla^2(z\psi)=2\partial_z\psi\) for harmonic \(\psi\). Therefore

\[
\nabla^2u_x=2k^2Ae^{kz}\sin kx,\qquad
\nabla^2u_z=-2k^2Ae^{kz}\cos kx .
\]

These cancel the components of \((1-2\nu)^{-1}\nabla(\nabla\cdot\mathbf u)\), so the equilibrium equation \(\nabla^2\mathbf u+(1-2\nu)^{-1}\nabla(\nabla\cdot\mathbf u)=0\) holds. At \(z=0\) the shear stress is

\[
\begin{aligned}
\mu(\partial_zu_x+\partial_xu_z)&=\mu kA\sin kx\,[2(1-\nu)+1-1+2\nu]\\
&=\tau\sin kx ,
\end{aligned}
\]

and the normal stress is

\[
2\mu\left[\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\cdot\mathbf u\right]
=2\mu Ak\cos kx\,(-2\nu+2\nu)=0 .
\]

The solution decays into the solid and meets both surface conditions. Its surface displacement is \(u_x=(1-\nu)\tau\sin kx/(\mu k)\), so the response to a traction wave directed along its own wave vector is \((1-\nu)/(\mu k)\).

All Fourier components of \(\mathbf f\) are of this kind, because \(\mathbf f_{\mathbf k}=i\sigma\mathbf k h_{\mathbf k}\) is parallel to \(\mathbf k\), with \(h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf r}d^2r\). Lemma 2 becomes

\[
E_{\rm el}=-\frac{\sigma^2(1-\nu)}{2\mu}\int\frac{d^2k}{(2\pi)^2}\,\frac{|\mathbf k h_{\mathbf k}|^2}{k}.
\]

The Fourier transform of \(1/r\) is \(2\pi\int_0^\infty J_0(kr)\,dr=2\pi/k\), so \(1/k\) belongs to \(1/(2\pi r)\) in real space. The prefactor of the double integral is thus \(\sigma^2(1-\nu)/(4\pi\mu)=c/2\). \(\blacksquare\)

The scalar product has a useful consequence: in this form of the energy, pairs of perpendicular edges contribute nothing. The forces at such edges do interact through the substrate if \(\nu\ne0\), but for a closed island the sum over all pairs can be rewritten so that only parallel edges appear. As a test, the energy of an elliptic Gaussian mound, of height 1 nm and standard deviations 1 and 1.8 nm, was computed from the Fourier formula and from the full Cerruti response tensor of the surface. Both give \(-4.475015\) eV with \(\mu\), \(\nu\) and \(\sigma\) of the example below.

### Lemma 4: relaxation of a rectangle

*For \(s,t\gg w\), \(E_{\rm el}=-2ch^2B_E(s,t)\), up to corner terms of order \(ch^2w\) and, for \(t\ge s\), a term of order \(ch^2tw^2/s^2\) from the finite facet width.*

*Proof.* Two parallel, aligned lines of length \(\ell\) at distance \(d\) have the pair integral

\[
\begin{aligned}
J(\ell,d)&=\int_0^\ell\!\!\int_0^\ell\frac{dy\,dy'}{\sqrt{(y-y')^2+d^2}}
=2\int_0^\ell\frac{(\ell-v)\,dv}{\sqrt{v^2+d^2}}\\
&=2\left[\ell\operatorname{arsinh}\frac\ell d-\sqrt{\ell^2+d^2}+d\right].
\end{aligned}
\]

The second form counts the pairs with \(|y-y'|=v\). For \(d\ll\ell\), \(J\) tends to \(2\ell[\ln(2\ell/d)-1]\), with an error of order \(d\).

Within one facet the slope is \(h/w\), uniform over the width \(w\). The self-interaction needs the mean of \(\ln|x-x'|\) over two independent positions:

\[
\begin{aligned}
\langle\ln|x-x'|\rangle&=\frac2{w^2}\int_0^w(w-d)\ln d\;dd\\
&=\frac2{w^2}\left[w^2(\ln w-1)-\frac{w^2}2\ln w+\frac{w^2}4\right]
=\ln w-\frac32 .
\end{aligned}
\]

A facet thus acts on itself like a line with cutoff distance \(we^{-3/2}=\phi h\). Integrated across its width, its slope has the strength \(h\). Opposite facets have opposite slopes, and their separation may be replaced by the mean distance: deviations of first order average to zero, and those of second order give the term of order \(ch^2tw^2/s^2\).

The two edges of length \(t\), a distance \(s\) apart, contribute two self terms and two ordered cross terms of negative sign. Their energy is

\[
\begin{aligned}
&-\frac c2h^2\cdot2\left\{2t\left[\ln\frac{2t}{\phi h}-1\right]-J(t,s)\right\}\\
&=-2ch^2\left[t\ln\frac{2t}{\phi h}-t-t\operatorname{arsinh}\frac ts+D-s\right].
\end{aligned}
\]

Interchanging \(s\) and \(t\) gives the other pair, and the sum is \(-2ch^2B_E\). \(\blacksquare\)

Quadrature over the true sloping facets tests the cutoff and the size of the corner terms. With \(w=6\) nm, the quadrature value of \(B\) exceeds \(B_E\) by \(0.37w\) for a \(60\times100\) nm island and by \(0.36w\) for a \(240\times400\) nm one. The correction hardly changes while the island grows fourfold in each direction.

### Remark: where the Tersoff-Tromp form comes from

For an edge much longer than its distance \(g\) to the opposite edge, \(\operatorname{arsinh}(\ell/g)\to\ln(2\ell/g)\), and the bracket in Lemma 4 tends to \(\ell\ln(g/\phi h)-g\), where the last term is small compared with \(\ell\). Keeping only the first term, for both pairs of edges, gives \(B_L\). For \(t\gg s\) it is justified for the long sides but not for the ends, which are then short and far apart. Expanding \(B_E\) for \(t\gg s\),

\[
B_E=t\ln\frac s{\phi h}+s\ln\frac{2s}{\phi h}-2s+O(s^2/t),
\]

so that \(B_L-B_E\to s[\ln(t/2s)+2]\). The Tersoff-Tromp form overstates the relaxation at the ends. Per unit length the excess vanishes as \(t\to\infty\), which is why both forms select the same wire width. For a compact island the difference matters.

## Second half: shapes, growth and an example

The island has fixed height \(h\), sides \(s\le t\) and projected facet width \(w=h\cot\theta\). Its energy, without the uniform misfit term, is \(E=2\Gamma h(s+t)-2ch^2B\). Here \(\Gamma\) is the surface cost of an edge, \(c\) the elastic constant, \(\phi h\) the cutoff length and \(\alpha_0=e\phi h\,e^{\Gamma/(ch)}\). \(B\) is either the Tersoff-Tromp function \(B_L\) or the edge-integral function \(B_E\). Fixed volume means fixed \(st\). From here on

\[
x=\frac s{\alpha_0},\quad y=\frac t{\alpha_0},\quad a=\sqrt{xy},\quad x=ae^{-u},\quad y=ae^{u},\quad u\ge0 .
\]

The size is \(a\), and the aspect ratio is \(t/s=e^{2u}\).

This part has derived the island's energy from its surface cost and elastic relaxation, and has shown that the Tersoff-Tromp form overstates the relaxation at the ends of a long island. It remains to prove statements (i) to (iv) about the best shapes and to apply them to growth and a worked example.
